**SOSEX self-energy: imaginary-frequency formula, pole form and exact-diagonalization tests**

The program tests \(\Sigma^S_{pq}(i\omega)=\int\frac{d\nu}{2\pi}\sum_rG_r(i\omega+i\nu)\sum_{ia}(pr|W(i\nu)|ia)\left[\frac{(ra|iq)}{i\nu-\Delta_{ia}}-\frac{(ri|aq)}{i\nu+\Delta_{ia}}\right]\), where \(G_r=1/(i\omega-\varepsilon_r)\), \(\Delta_{ia}=\varepsilon_a-\varepsilon_i\), \(i\) is occupied, \(a\) is empty, and \(W\) is the screened interaction; energies are in eV. On a random six-orbital closed-shell model it asserts the pair propagator against quadrature, the static exchange vertex against finite differences, quadrature with an inverted dielectric matrix against the SOX, GW and SOSEX pole formulas, the spin-orbital against the spatial form, the vanishing of \(W|ia)\) at the bare gap, the asymmetry of the matrix, and the occurrence of negative GW+SOSEX residues. Exact diagonalization of four spinless orbitals and one boson shows that the second-order self-energy equals ring plus SOX, and that the frequency-dependent term with one bare and one boson line needs both the SOSEX diagram and its transpose. For one electron it asserts that the hole part of GW+SOSEX for the occupied orbital vanishes while a particle part remains. For the half-filled two-site model with \(t=1\), \(U=3\), \(V=1\) eV the output gives, for the even (occupied) orbital, one pole at 6.0826 eV with residues 1.3093 (GW) and \(-0.4820\) eV² (SOSEX), and removal energies \(-1.66891\) (GW), \(-1.60758\) (GW+SOSEX) and \(-1.73607\) eV (exact diagonalization). With \(U\) and \(V\) scaled by \(\lambda\), it asserts error exponents near 2 for GW and 3 for GW+SOSEX, and that SOSEX improves on GW at \(\lambda=0.1\) and worsens it at \(\lambda=1\).

## Verification by program

```python
# SOSEX self-energy (one bare line v, one screened line W), T=0, real orbitals, eV.
# Under test, with G_r(iw)=1/(iw-e_r), D_ia=e_a-e_i, i,j occupied, a,b empty, x=i*nu:
#  S_pq(iw)= int dnu/2pi sum_r G_r(iw+x) sum_ia (pr|W(x)|ia)[(ra|iq)/(x-D)-(ri|aq)/(x+D)]
# and for RPA W (modes Om_m, amplitudes X,Y, spin factor g):
#  S_pq(z)= -sum_m[sum_b w_pb a_qb/(z-e_b-Om)+sum_j w_pj a_jq/(z-e_j+Om)],
#  w_pr=sqrt(g) sum (pr|ia)(X+Y), a_rq=sum[(ra|iq)X+(ri|aq)Y]/sqrt(g).
# (pq|rs)=sum_P B[P,p,q]B[P,r,s]. Independent checks: finite differences, quadrature,
# exact diagonalization (fermions + one boson; two-site extended Hubbard model).
import numpy as np
rng = np.random.default_rng(7)

def grid(n, L):
    th = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    return L * np.tan(th), L / np.cos(th) ** 2 / (2 * n)   # weights include 1/(2 pi)

def gaps(eps, no):
    return eps[None, no:] - eps[:no, None]

def kernel(eri, eps, no, x):
    D = gaps(eps, no)[:, :, None, None]
    return (np.einsum('raiq->iarq', eri[:, no:, :no, :]) / (x - D)
            - np.einsum('riaq->iarq', eri[:, :no, no:, :]) / (x + D))

def sosex_quad(eps, no, eri, W, om, mask=1.0, n=200, L=1.5):
    S = 0
    for nu, wt in zip(*grid(n, L)):
        G = mask / (1j * (om + nu) - eps)
        S = S + wt * np.einsum('r,pria,iarq->pq', G, W(1j * nu)[:, :, :no, no:],
                               kernel(eri, eps, no, 1j * nu))
    return S

def gw_quad(eps, Wc, om, mask=1.0, n=200, L=1.5):
    S = 0
    for nu, wt in zip(*grid(n, L)):
        S = S - wt * np.einsum('r,prrq->pq', mask / (1j * (om + nu) - eps), Wc(1j * nu))
    return S

def rpa_W(B, eps, no, g):
    na, n = B.shape[0], B.shape[1]
    Bia = B[:, :no, no:].reshape(na, -1); D = gaps(eps, no).ravel(); Bm = B.reshape(na, -1)
    def W(x):
        Pi = g * (Bia * (2 * D / (x * x - D * D))) @ Bia.T
        return (Bm.T @ np.linalg.solve(np.eye(na) - Pi, Bm)).reshape(n, n, n, n)
    return W

def casida(eri, eps, no, g):
    D2 = gaps(eps, no); D = D2.ravel(); s = np.sqrt(D)
    K = eri[:no, no:, :no, no:].reshape(D.size, D.size)
    om2, Z = np.linalg.eigh(s[:, None] * (np.diag(D) + 2 * g * K) * s[None, :])
    Om = np.sqrt(om2)
    P = s[:, None] * Z / np.sqrt(Om); M = Z / s[:, None] * np.sqrt(Om)
    X = ((P + M) / 2).reshape(D2.shape + (-1,)); Y = ((P - M) / 2).reshape(X.shape)
    w = np.sqrt(g) * np.einsum('pria,iam->prm', eri[:, :, :no, no:], X + Y)
    a = (np.einsum('raiq,iam->rqm', eri[:, no:, :no, :], X)
         + np.einsum('riaq,iam->rqm', eri[:, :no, no:, :], Y)) / np.sqrt(g)
    at = a.copy(); at[:, :no, :] = a.transpose(1, 0, 2)[:, :no, :]   # at[q,r,m]
    sgn = np.where(np.arange(eps.size) < no, -1.0, 1.0)
    return Om, X, Y, w, at, eps[:, None] + sgn[:, None] * Om[None, :]

def sox(eri, eps, no, z):
    eo, ev = eps[:no], eps[no:]; o, v = slice(0, no), slice(no, None)
    d1 = 1 / (z + eo[None, :, None] - ev[:, None, None] - ev[None, None, :])
    d2 = 1 / (z + ev[None, None, :] - eo[:, None, None] - eo[None, :, None])
    return (-np.einsum('paib,aibq,aib->pq', eri[:, v, o, v], eri[v, o, v, :], d1)
            - np.einsum('pija,iajq,ija->pq', eri[:, o, o, v], eri[o, v, o, :], d2))

def random_B(na, n, s):
    B = s * rng.standard_normal((na, n, n))
    return (B + B.transpose(0, 2, 1)) / 2

def eri_of(B):
    return np.einsum('Ppq,Prs->pqrs', B, B)

def fock_ops(n):
    low = np.array([[0., 1.], [0., 0.]]); zz = np.diag([1., -1.]); c = []
    for p in range(n):
        m = np.eye(1)
        for k in range(n):
            m = np.kron(m, zz if k < p else (low if k == p else np.eye(2)))
        c.append(m)
    E = np.array([[c[p].T @ c[q] for q in range(n)] for p in range(n)])
    return c, E

def two_body(eri, E):
    half = np.einsum('pqrs,rsbc->pqbc', eri, E)
    return 0.5 * (np.einsum('pqab,pqbc->ac', E, half) - np.einsum('pqqs,psab->ab', eri, E))

def ground(H, N, ne):
    dN = N - ne * np.eye(len(N))
    e, v = np.linalg.eigh(H + 50 * dN @ dN)
    return e[0], v[:, 0]

# ---- closed-shell six-orbital random model
eps = np.array([-1.9, -1.25, -0.5, 0.4, 1.13, 2.3]); no = 3; om = 0.8
B = random_B(10, 6, 0.25); eri = eri_of(B); occ = (np.arange(6) < no) * 1.0
nus, wts = grid(200, 1.5); nu0 = 0.7
pq = np.einsum('k,kt,ku->tu', wts, 1 / (1j * (nus[:, None] + nu0) - eps), 1 / (1j * nus[:, None] - eps))
pf = (occ[None, :] - occ[:, None]) / (1j * nu0 + eps[None, :] - eps[:, None])
e1 = abs(pq - pf).max(); assert e1 < 1e-11
Vp = random_B(1, 6, 1.0)[0]
def sig_x(eta):
    C = np.linalg.eigh(np.diag(eps) + eta * Vp)[1][:, :no]
    return -np.einsum('rtuq,tu->rq', eri, C @ C.T)
fd = (sig_x(1e-4) - sig_x(-1e-4)) / 2e-4
e2 = abs(fd + np.einsum('ia,iarq->rq', Vp[:no, no:], kernel(eri, eps, no, 0.0))).max()
assert e2 < 1e-6
e3 = abs(sosex_quad(eps, no, eri, lambda x: eri, om) - sox(eri, eps, no, 1j * om)).max()
assert e3 < 1e-10
W = rpa_W(B, eps, no, 2); Sq = sosex_quad(eps, no, eri, W, om)
Om, X, Y, w, at, pol = casida(eri, eps, no, 2)
e4 = abs(Sq + np.einsum('prm,qrm,rm->pq', w, at, 1 / (1j * om - pol))).max(); assert e4 < 1e-10
e5 = abs(gw_quad(eps, lambda x: W(x) - eri, om)
         - np.einsum('prm,qrm,rm->pq', w, w, 1 / (1j * om - pol))).max(); assert e5 < 1e-10
Bs = np.array([np.kron(b, np.eye(2)) for b in B]); es = np.repeat(eps, 2)
Ss = sosex_quad(es, 2 * no, eri_of(Bs), rpa_W(Bs, es, 2 * no, 1), om)
e6 = max(abs(Ss[::2, ::2] - Sq).max(), abs(Ss[::2, 1::2]).max()); assert e6 < 1e-10
Dhl = eps[3] - eps[2]
z1, z2 = [np.linalg.norm(W(Dhl * (1 + d))[:, :, 2, 3]) / np.linalg.norm(eri[:, :, 2, 3]) for d in (1e-5, 1e-6)]
assert z2 < 1e-3 and abs(z1 / z2 - 10) < 0.2
asym = abs(Sq - Sq.T).max(); assert asym > 1e-4
res = np.einsum('prm,prm->prm', w, w - at); assert res.min() < -1e-6
print("six-orbital model, omega = %.1f eV" % om)
print("pair propagator error %.1e 1/eV; vertex finite-difference error %.1e" % (e1, e2))
print("quadrature vs poles: SOX %.1e, SOSEX %.1e, GW %.1e eV" % (e3, e4, e5))
print("spin-orbital vs spatial form %.1e eV" % e6)
print("|W|ia)|/|v|ia)| at x=D(1+1e-5), D(1+1e-6): %.2e, %.2e" % (z1, z2))
print("max|S|= %.4f eV, max|S-S^T| = %.4f eV" % (abs(Sq).max(), asym))
print("negative diagonal GW+SOSEX residues: %d of %d, lowest %.4f eV^2" % ((res < -1e-10).sum(), res.size, res.min()))

# ---- exact diagonalization: 4 spinless orbitals, 2 electrons, one boson
ep = np.array([-1.0, -0.6, 0.5, 0.9]); n2 = 2; Ob = 0.8; nb = 4
er = eri_of(random_B(4, 4, 0.5)); M = random_B(1, 4, 1.0)[0]
c, E = fock_ops(4); I16 = np.eye(16); Ib = np.eye(nb)
vhf = np.einsum('pqii->pq', er[:, :, :n2, :n2]) - np.einsum('piiq->pq', er[:, :n2, :n2, :])
H0 = np.einsum('p,ppab->ab', ep, E); H1 = two_body(er, E) - np.einsum('pq,pqab->ab', vhf, E)
Mop = np.einsum('pq,pqab->ab', M, E) - np.trace(M[:n2, :n2]) * I16
bb = np.diag(np.sqrt(np.arange(1.0, nb)), 1); Nop = np.kron(np.einsum('ppab->ab', E), Ib)
cb = [np.kron(k, Ib) for k in c]
def sig_ed(lam, gam, o):
    H = np.kron(H0 + lam * H1, Ib) + Ob * np.kron(I16, bb.T @ bb) + gam * np.kron(Mop, bb + bb.T)
    E0, psi = ground(H, Nop, n2); Hs = H - E0 * np.eye(len(H)); z = 1j * o * np.eye(len(H))
    ad = np.array([k.T @ psi for k in cb]).T; rm = np.array([k @ psi for k in cb]).T
    G = ad.T @ np.linalg.solve(z - Hs, ad) + (rm.T @ np.linalg.solve(z + Hs, rm)).T
    return np.diag(1j * o - ep) - np.linalg.inv(G)
def richardson(f):
    return (4 * f(0.01) - f(0.02)) / 3
def bubble(T1, T2, x):
    D = gaps(ep, n2)
    return np.einsum('pqia,ia,rsia->pqrs', T1[:, :, :n2, n2:], 2 * D / (x * x - D * D), T2[:, :, :n2, n2:])
o1, o2 = 0.4, 1.3
ex2 = richardson(lambda h: (sig_ed(h, 0, o1) + sig_ed(-h, 0, o1)) / (2 * h * h))
r2 = gw_quad(ep, lambda x: bubble(er, er, x), o1); x2 = sosex_quad(ep, n2, er, lambda x: er, o1)
s2 = abs(ex2).max(); d2 = abs(ex2 - r2 - x2).max() / s2; d2n = abs(ex2 - r2).max() / s2
assert d2 < 1e-4 and d2n > 1e-2
MM = np.einsum('pq,rs->pqrs', M, M); Wb = lambda x: MM * 2 * Ob / (x * x - Ob * Ob)
mix = lambda h, o: (sig_ed(h, h, o) - sig_ed(-h, h, o) - sig_ed(h, 0, o) + sig_ed(-h, 0, o)) / (2 * h ** 3)
ex3 = richardson(lambda h: mix(h, o1) - mix(h, o2))
ring = lambda o: gw_quad(ep, lambda x: bubble(er, Wb(x), x) + bubble(Wb(x), er, x), o)
r3 = ring(o1) - ring(o2); R = sosex_quad(ep, n2, er, Wb, o1) - sosex_quad(ep, n2, er, Wb, o2)
s3 = abs(ex3).max()
db, d1, dt = [abs(ex3 - r3 - T).max() / s3 for T in (R + R.T, R, 2 * R)]
assert db < 1e-4 and d1 > 2e-3 and dt > 2e-3
print("ED order lam^2: rel. error ring+SOX %.1e, ring alone %.3f" % (d2, d2n))
print("ED order lam*gam^2: rel. error ring+S+S^T %.1e, ring+S %.3f, ring+2S %.3f" % (db, d1, dt))

# ---- one electron: self-screening
e1e = np.array([-0.7, 0.4, 0.95, 1.6]); B1 = random_B(5, 4, 0.4); er1 = eri_of(B1)
W1 = rpa_W(B1, e1e, 1, 1); hm = np.array([1., 0, 0, 0]); parts = []
for m in (hm, 1 - hm):
    gpart = gw_quad(e1e, lambda x: W1(x) - er1, 0.5, m)[0, 0]
    parts.append((gpart, gpart + sosex_quad(e1e, 1, er1, W1, 0.5, m)[0, 0]))
assert abs(parts[0][1]) < 1e-11 and abs(parts[0][0]) > 1e-6 and abs(parts[1][1]) > 1e-6
print("one electron, hole part |GWc| %.2e, |GWc+SOSEX| %.1e eV" % (abs(parts[0][0]), abs(parts[0][1])))
print("one electron, particle part |GWc| %.2e, |GWc+SOSEX| %.2e eV" % (abs(parts[1][0]), abs(parts[1][1])))

# ---- worked example: two-site extended Hubbard model at half filling
def dimer(t, U, V):
    C = np.array([[1., 1.], [1., -1.]]) / np.sqrt(2); Lc = np.linalg.cholesky(np.array([[U, V], [V, U]]))
    Bd = np.array([C.T @ np.diag(Lc[:, P]) @ C for P in range(2)]); ed = eri_of(Bd)
    h = C.T @ np.array([[0, -t], [-t, 0]]) @ C
    F = h + 2 * ed[:, :, 0, 0] - ed[:, 0, 0, :]; assert abs(F[0, 1]) < 1e-12
    mu = np.trace(F) / 2; e = np.diag(F) - mu
    Bso = np.array([np.kron(b, np.eye(2)) for b in Bd])
    H = np.einsum('pq,pqab->ab', np.kron(h, np.eye(2)), E) + two_body(eri_of(Bso), E)
    N = np.einsum('ppab->ab', E); E2, E1 = ground(H, N, 2)[0], ground(H, N, 1)[0]
    Omd, Xd, Yd, wd, ad, pd = casida(ed, e, 1, 2); P = pd[1, 0]
    Rg, Rs = wd[0, 1, 0] ** 2, -wd[0, 1, 0] * ad[0, 1, 0]
    qp = lambda Rr: (e[0] + P) / 2 - np.sqrt(((P - e[0]) / 2) ** 2 + Rr)
    sg = np.sign(Xd.item())
    return dict(B=Bd, eri=ed, e=e, mu=mu, E2=E2, E1=E1, Om=Omd[0], X=sg * Xd.item(), Y=sg * Yd.item(),
                P=P, Rg=Rg, Rs=Rs, gw=qp(Rg), so=qp(Rg + Rs), ex=E2 - E1 - mu)
t, U, V = 1.0, 3.0, 1.0; d = dimer(t, U, V); J, K, D = (U + V) / 2, (U - V) / 2, 2 * t + V
assert abs(d['eri'][0, 0, 1, 1] - J) + abs(d['eri'][0, 1, 0, 1] - K) + abs(d['e'][1] - d['e'][0] - D) < 1e-12
assert abs(d['E2'] - (J - np.sqrt(4 * t * t + K * K))) < 1e-10
Oa = np.sqrt(D * (D + 4 * K)); xp, xm = np.sqrt(D / Oa), np.sqrt(Oa / D)
Ra = -K * xp * (K * (xp + xm) / 2 + J * (xp - xm) / 2)
Wd = rpa_W(d['B'], d['e'], 1, 2); sa = Ra / (1j - D / 2 - Oa)
sq = sosex_quad(d['e'], 1, d['eri'], Wd, 1.0, L=3.0)[0, 0]; assert abs(sq - sa) < 1e-11
gq = gw_quad(d['e'], lambda x: Wd(x) - d['eri'], 1.0, L=3.0)[0, 0]
assert abs(gq - 2 * K * K * D / Oa / (1j - D / 2 - Oa)) < 1e-11
sx = sox(d['eri'], d['e'], 1, 1j)[0, 0]
print("dimer: t = %.1f, U = %.1f, V = %.1f eV; J = %.1f, K = %.1f, Delta = %.1f eV" % (t, U, V, J, K, D))
print("mu = %.4f eV; e_g-mu = %.4f, e_u-mu = %.4f eV" % (d['mu'], d['e'][0], d['e'][1]))
print("Omega = %.4f eV; X = %.4f, Y = %.4f, X+Y = %.4f" % (d['Om'], d['X'], d['Y'], d['X'] + d['Y']))
print("(gu|W|gu) at nu=0: %.4f eV, at nu=1 eV: %.4f eV" % (Wd(0j)[0, 1, 0, 1].real, Wd(1j)[0, 1, 0, 1].real))
print("pole e_u+Omega = %.4f eV" % d['P'])
print("residues GW %.4f, SOSEX %.4f, sum %.4f eV^2" % (d['Rg'], d['Rs'], d['Rg'] + d['Rs']))
for name, val in (("GWc", gq), ("SOSEX quadrature", sq), ("SOSEX closed form", sa), ("SOX", sx)):
    print("Sigma_gg(i 1 eV) %s = %.5f %+.5f i eV" % (name, val.real, val.imag))
for n in (8, 16, 32):
    print("grid n = %d, L = 3 eV: SOSEX error %.1e eV" % (n, abs(sosex_quad(d['e'], 1, d['eri'], Wd, 1.0, n=n, L=3.0)[0, 0] - sa)))
print("exact diagonalization: E(N=2) = %.4f, E(N=1) = %.4f eV" % (d['E2'], d['E1']))
err = {}
for lam in (1.0, 0.1, 0.01, 0.005):
    q = dimer(t, lam * U, lam * V); err[lam] = (q['gw'] - q['ex'], q['so'] - q['ex'])
    if lam >= 0.1:
        print("lam = %.1f removal energy - mu: HF %.5f, GW %.5f eV" % (lam, q['e'][0], q['gw']))
        print("lam = %.1f removal energy - mu: GW+SOSEX %.5f, exact %.5f eV" % (lam, q['so'], q['ex']))
        print("lam = %.1f errors: GW %+.5f, GW+SOSEX %+.5f eV" % (lam, *err[lam]))
pg, ps = [np.log2(err[0.01][k] / err[0.005][k]) for k in (0, 1)]
assert abs(pg - 2) < 0.15 and abs(ps - 3) < 0.15
assert abs(err[0.1][1]) < abs(err[0.1][0]) and abs(err[1.0][1]) > abs(err[1.0][0])
print("error exponent in lam: GW %.2f, GW+SOSEX %.2f" % (pg, ps))
print("all tests passed")
```

Printed output:

```
six-orbital model, omega = 0.8 eV
pair propagator error 5.6e-16 1/eV; vertex finite-difference error 1.4e-08
quadrature vs poles: SOX 3.6e-17, SOSEX 6.0e-17, GW 2.1e-16 eV
spin-orbital vs spatial form 1.4e-17 eV
|W|ia)|/|v|ia)| at x=D(1+1e-5), D(1+1e-6): 1.01e-05, 1.01e-06
max|S|= 0.1083 eV, max|S-S^T| = 0.0083 eV
negative diagonal GW+SOSEX residues: 65 of 324, lowest -0.0100 eV^2
ED order lam^2: rel. error ring+SOX 1.6e-09, ring alone 0.364
ED order lam*gam^2: rel. error ring+S+S^T 2.2e-06, ring+S 0.522, ring+2S 0.741
one electron, hole part |GWc| 7.70e-02, |GWc+SOSEX| 1.6e-17 eV
one electron, particle part |GWc| 2.48e-01, |GWc+SOSEX| 4.70e-02 eV
dimer: t = 1.0, U = 3.0, V = 1.0 eV; J = 2.0, K = 1.0, Delta = 3.0 eV
mu = 2.5000 eV; e_g-mu = -1.5000, e_u-mu = 1.5000 eV
Omega = 4.5826 eV; X = 1.0225, Y = -0.2134, X+Y = 0.8091
(gu|W|gu) at nu=0: 0.4286 eV, at nu=1 eV: 0.4545 eV
pole e_u+Omega = 6.0826 eV
residues GW 1.3093, SOSEX -0.4820, sum 0.8273 eV^2
Sigma_gg(i 1 eV) GWc = -0.20959 -0.03446 i eV
Sigma_gg(i 1 eV) SOSEX quadrature = 0.07715 +0.01268 i eV
Sigma_gg(i 1 eV) SOSEX closed form = 0.07715 +0.01268 i eV
Sigma_gg(i 1 eV) SOX = 0.21176 +0.04706 i eV
grid n = 8, L = 3 eV: SOSEX error 2.9e-04 eV
grid n = 16, L = 3 eV: SOSEX error 1.6e-07 eV
grid n = 32, L = 3 eV: SOSEX error 4.7e-14 eV
exact diagonalization: E(N=2) = -0.2361, E(N=1) = -1.0000 eV
lam = 1.0 removal energy - mu: HF -1.50000, GW -1.66891 eV
lam = 1.0 removal energy - mu: GW+SOSEX -1.60758, exact -1.73607 eV
lam = 1.0 errors: GW +0.06716, GW+SOSEX +0.12849 eV
lam = 0.1 removal energy - mu: HF -1.05000, GW -1.05417 eV
lam = 0.1 removal energy - mu: GW+SOSEX -1.05218, exact -1.05250 eV
lam = 0.1 errors: GW -0.00167, GW+SOSEX +0.00032 eV
error exponent in lam: GW 1.97, GW+SOSEX 2.99
all tests passed
```
